\section*{Heat of Transport in Thermomigration from Onsager Reciprocity, part 1}

(Sections cited here and not found follow in the second part.)

\section{From the entropy balance to the equality}

\subsection{What is missing without reciprocity}

Put a dissolved atom in a crystal with a temperature gradient, and it drifts. Fick's law can be repaired by adding a term proportional to the gradient, but its coefficient is then a free number. Nothing in the repaired law says whether the atoms go to the cold side or the hot side, or how the coefficient is related to anything else one could calculate or measure. Guessing does not help. The migration barrier is an energy of plausible size, and so is the total energy an atom carries. In the model solved in the second half, a barrier of $0.30$ eV goes with coefficients from $0.18$ to $0.28$ eV, depending on how quickly the atom exchanges energy with the lattice, and the total energy carried exceeds the coefficient by $0.036$ eV.

Reciprocity removes this freedom. The coefficient, called the heat of transport $Q^*$, equals the heat carried along by each atom when it diffuses at uniform temperature. The word ``heat'' has to be defined with care, since the equality holds for one definition and fails for another.

\subsection{Setting and conventions}

One dilute species diffuses through a rigid lattice at rest. The pressure is uniform, no external force acts, and there is no magnetic field. All gradients lie along one axis $x$, which in an anisotropic crystal is a principal axis, and $\nabla$ means $d/dx$. The symbols are
\begin{itemize}
\item $n$, the number of diffusing atoms per volume, and $J$, their flux relative to the lattice;
\item $u$, the energy per volume, lattice included, and $J_u$, the total energy flux;
\item $s$, the entropy per volume; $\mu$, the chemical potential of the diffusing atoms; $T$, the temperature.
\end{itemize}
The algebra is in atomic units with Boltzmann's constant $k_B$ kept. Numbers are in eV, K and cm.

Local equilibrium is assumed: each small region obeys the equilibrium relation between its own $u$, $n$ and $s$. The lattice neither gains atoms nor changes volume, so
\begin{equation}
ds=\frac{1}{T}\,du-\frac{\mu}{T}\,dn .
\label{gibbs}
\end{equation}

\subsection{Entropy production}

Energy and diffusing atoms are conserved: $\partial_t u=-\nabla J_u$ and $\partial_t n=-\nabla J$. Inserting both in (\ref{gibbs}) gives
\begin{equation}
\partial_t s=-\frac1T\nabla J_u+\frac{\mu}{T}\nabla J .
\end{equation}
The product rule is now applied to each term,
\begin{align}
-\frac1T\nabla J_u&=-\nabla\!\left(\frac{J_u}{T}\right)+J_u\nabla\frac1T,\\
\frac{\mu}{T}\nabla J&=\nabla\!\left(\frac{\mu J}{T}\right)-J\,\nabla\frac{\mu}{T}.
\end{align}
The total derivatives describe entropy flowing from place to place. What remains is created on the spot:
\begin{equation}
\sigma=J_u\nabla\frac1T-J\,\nabla\frac{\mu}{T}\;\ge 0 .
\label{sigma1}
\end{equation}

The force $\nabla(\mu/T)$ mixes two causes, since $\mu$ depends on both $n$ and $T$. To separate them, let $f=u-Ts$, so that $f/T=u/T-s$. Its differential is
\begin{equation}
d\!\left(\frac fT\right)=u\,d\!\left(\frac1T\right)+\frac1T\,du-ds
=u\,d\!\left(\frac1T\right)+\frac{\mu}{T}\,dn ,
\end{equation}
where (\ref{gibbs}) was used for $ds$. The two mixed second derivatives of $f/T$ are equal, hence
\begin{equation}
\left(\frac{\partial(\mu/T)}{\partial(1/T)}\right)_{\!n}
=\left(\frac{\partial u}{\partial n}\right)_{\!T}\equiv h .
\label{gh}
\end{equation}
The quantity $h$ is the energy by which the crystal grows when one atom is added at constant temperature. It is taken at fixed volume. The partial enthalpy at fixed pressure exceeds it by $vT\alpha_VK$, where $v$ is the volume one atom adds, $\alpha_V$ the volume expansion coefficient and $K$ the bulk modulus. The two coincide in the idealized lattice used here, where $v=0$. In a real metal the difference need not be small: $v=10^{-23}$ cm$^3$, $\alpha_V=6\times10^{-5}$ K$^{-1}$ and $K=60$ GPa give $0.09$ eV at $420$ K.

Write $(\nabla\mu)_T\equiv(\partial\mu/\partial n)_T\nabla n$ for the part of the gradient due to concentration. The chain rule with (\ref{gh}) gives
\begin{equation}
\nabla\frac{\mu}{T}=\frac{(\nabla\mu)_T}{T}+h\,\nabla\frac1T .
\label{split}
\end{equation}
Inserted in (\ref{sigma1}), this yields
\begin{equation}
\sigma=(J_u-hJ)\,\nabla\frac1T-J\,\frac{(\nabla\mu)_T}{T}
\equiv J_qX_q+JX_1 ,
\end{equation}
with
\begin{equation}
J_q=J_u-hJ,\qquad X_q=\nabla\frac1T=-\frac{\nabla T}{T^2},\qquad
X_1=-\frac{(\nabla\mu)_T}{T}.
\label{defs}
\end{equation}
The flux $J_q$ is the \emph{reduced heat flux}. It is what remains of the energy flux after each atom has been credited with its own $h$.

This subtraction has a direct meaning. Let atoms diffuse at uniform temperature from a left reservoir to a right one. Per unit area and time the left reservoir loses the energy $J_u$ to the flow. At constant temperature, losing $J$ atoms must lower its energy by $hJ$. To hold its temperature, an amount $J_u-hJ=J_q$ must be fed in as heat, and the same amount must be removed on the right. So $J_q$ is what a calorimeter would register. The subtraction also removes an arbitrary choice: if the zero of energy for the dissolved atom is moved by $c$, then $J_u$ changes by $cJ$ and $h$ by $c$, while $J_q$ stays as it was.

\subsection{Linear laws and the definition of $Q^*$}

For small gradients the fluxes are linear in the forces:
\begin{align}
J&=L_{11}X_1+L_{1q}X_q,\label{lin1}\\
J_q&=L_{q1}X_1+L_{qq}X_q.\label{lin2}
\end{align}
With $X_q=0$ the entropy production is $L_{11}X_1^2$, so $L_{11}>0$ for a mobile species. Inserting the forces in (\ref{lin1}) and taking out the common factor,
\begin{equation}
J=-\frac{L_{11}}{T}(\nabla\mu)_T-L_{1q}\frac{\nabla T}{T^2}
=-\frac{L_{11}}{T}\left[(\nabla\mu)_T+\frac{L_{1q}}{L_{11}}\frac{\nabla T}{T}\right].
\end{equation}
The heat of transport is defined by this response to a temperature gradient,
\begin{equation}
J=-\frac{L_{11}}{T}\left[(\nabla\mu)_T+Q^*\frac{\nabla T}{T}\right],
\qquad Q^*=\frac{L_{1q}}{L_{11}} .
\label{qdef}
\end{equation}
The temperature gradient acts like a force $-Q^*\nabla T/T$ on each atom. A positive $Q^*$ pushes atoms towards the cold side.

At uniform temperature $X_q=0$, and dividing (\ref{lin2}) by (\ref{lin1}) gives
\begin{equation}
\left(\frac{J_q}{J}\right)_{\nabla T=0}=\frac{L_{q1}}{L_{11}} .
\label{iso}
\end{equation}
The two ratios come from two different experiments. So far nothing makes $L_{1q}$ and $L_{q1}$ equal; the second law alone restricts only their sum, because $\sigma$ contains them as $(L_{1q}+L_{q1})X_1X_q$.

\subsection{Why the cross coefficients are equal}

Let a slab of area $A$ and thickness $\ell$ join two large reservoirs, the whole being isolated. Let $\alpha_1$ and $\alpha_2$ be the deviations of the number of diffusing atoms and of the energy in the right reservoir from their equilibrium values. What the right gains the left loses, so the total entropy $S$ is a function of these two, with derivatives
\begin{equation}
Y_1=\frac{\partial S}{\partial\alpha_1}=-\Delta\frac{\mu}{T},\qquad
Y_2=\frac{\partial S}{\partial\alpha_2}=\Delta\frac1T ,
\end{equation}
where $\Delta$ means right minus left. Apart from the factor $\ell$ these are the forces of (\ref{sigma1}). The linear law for the mean flows is
\begin{equation}
\dot\alpha_i=\sum_jM_{ij}Y_j,\qquad M_{ij}=\frac{A}{\ell}\Lambda_{ij},
\label{reg}
\end{equation}
where $\Lambda$ is the coefficient matrix for the fluxes $J,J_u$ and the forces $-\nabla(\mu/T),\nabla(1/T)$.

Three facts are combined.

\emph{Correlation of deviation and force.} In equilibrium a fluctuation has probability proportional to $e^{S/k_B}$. Since $Y_je^{S/k_B}=k_B\,\partial e^{S/k_B}/\partial\alpha_j$, integration by parts gives
\begin{equation}
\langle\alpha_iY_j\rangle
=\frac{k_B\int\alpha_i\,\partial_je^{S/k_B}\,d\alpha}{\int e^{S/k_B}\,d\alpha}
=-k_B\delta_{ij}.
\label{aY}
\end{equation}
The boundary terms vanish because large fluctuations are overwhelmingly improbable.

\emph{Reversibility.} Atom number and energy do not change when all velocities are reversed. Without a magnetic field, each motion and its reversal are equally probable in equilibrium, so $\langle\alpha_i(0)\alpha_j(\tau)\rangle=\langle\alpha_i(0)\alpha_j(-\tau)\rangle$. Equilibrium does not depend on the origin of time; shifting it by $\tau$ gives
\begin{equation}
\langle\alpha_i(0)\alpha_j(\tau)\rangle=\langle\alpha_i(\tau)\alpha_j(0)\rangle .
\label{rev}
\end{equation}

\emph{Regression.} A spontaneous fluctuation is assumed to decay on average by the same law (\ref{reg}) as a deviation made on purpose. Take $\tau$ much longer than the slab needs to settle into steady flow, so that the extra exchange during settling can be neglected, but short compared with the time in which the reservoirs equalize. Then, on average, $\alpha_j(\tau)=\alpha_j(0)+\tau\sum_kM_{jk}Y_k(0)$.

With (\ref{aY}), the two sides of (\ref{rev}) become
\begin{align}
\langle\alpha_i(0)\alpha_j(\tau)\rangle
&=\langle\alpha_i\alpha_j\rangle+\tau\sum_kM_{jk}\langle\alpha_iY_k\rangle
=\langle\alpha_i\alpha_j\rangle-k_B\tau M_{ji},\\
\langle\alpha_i(\tau)\alpha_j(0)\rangle
&=\langle\alpha_i\alpha_j\rangle-k_B\tau M_{ij}.
\end{align}
Hence $M_{ij}=M_{ji}$ and $\Lambda_{ij}=\Lambda_{ji}$.

Reversibility is essential. Consider three states on a ring, with rate 2 for steps in one sense and rate 1 in the other. The steady state is uniform, as for equal rates. Yet the probability of being in state A and a short time $\tau$ later in B is proportional to $2\tau$, and that for B and then A to $\tau$. Equation (\ref{rev}) fails, and the proof with it. A crystal kept away from equilibrium by some other agent may be in this position.

\subsection{Passing to the reduced heat flux}

Symmetry was shown for $J$ and $J_u$, but it is needed for $J$ and $J_q$. By (\ref{split}), $-\nabla(\mu/T)=X_1-hX_q$. Therefore
\begin{align}
J&=\Lambda_{11}(X_1-hX_q)+\Lambda_{1u}X_q
=\Lambda_{11}X_1+(\Lambda_{1u}-h\Lambda_{11})X_q,\\
J_u&=\Lambda_{u1}X_1+(\Lambda_{uu}-h\Lambda_{u1})X_q .
\end{align}
Subtracting $hJ$ from $J_u$ gives the coefficient of $X_1$ in $J_q$. Compared with (\ref{lin1}) and (\ref{lin2}),
\begin{equation}
L_{1q}=\Lambda_{1u}-h\Lambda_{11},\qquad L_{q1}=\Lambda_{u1}-h\Lambda_{11}.
\end{equation}
Both are shifted by the same amount, so $L_{1q}=L_{q1}$. Equations (\ref{qdef}) and (\ref{iso}) now give the result:
\begin{equation}
Q^*=\left(\frac{J_q}{J}\right)_{\nabla T=0}
=\left(\frac{J_u}{J}\right)_{\nabla T=0}-h .
\label{main}
\end{equation}
The total energy per atom, $U^*=(J_u/J)_{\nabla T=0}=Q^*+h$, is a different quantity. Used in place of $Q^*$ it gives a drift that depends on the zero of energy.

\subsection{Metals: the electrons}

In a metal the electric current $J_e$ is a third flux with its own force $X_e$. Both experiments are done with $J_e=0$. From $0=L_{e1}X_1+L_{eq}X_q+L_{ee}X_e$ one finds $X_e$, and inserting it in the other two laws replaces their coefficients by
\begin{equation}
L'_{ij}=L_{ij}-\frac{L_{ie}L_{ej}}{L_{ee}},\qquad i,j\in\{1,q\}.
\end{equation}
Exchanging $i$ and $j$ leaves this unchanged if the full matrix is symmetric, so (\ref{main}) holds with the primed coefficients. The electrical condition must be the same in both experiments. Thermomigration at zero current is not, in general, paired with heat measured at zero field, because $L'_{q1}/L'_{11}$ can differ from $L_{q1}/L_{11}$ when the electrons couple to the flow of atoms. If they couple only to the heat, the two ratios are equal.

\section{A microscopic model and a solder joint}

\subsection{Symbols and results carried over}

The atom flux is $J$, the energy flux $J_u$, and $h$ is the energy added to the crystal by one more dissolved atom at constant temperature. The heat of transport $Q^*$ is defined by the drift in a temperature gradient,
\begin{equation}
J=-\frac{L_{11}}{T}\left[(\nabla\mu)_T+Q^*\frac{\nabla T}{T}\right],
\label{def2}
\end{equation}
and reciprocity makes it equal to $J_u/J-h=U^*-h$ at uniform temperature. Here $(\nabla\mu)_T$ is the part of the gradient of the chemical potential due to concentration, and $L_{11}>0$ is the mobility coefficient. The conditions are small gradients, local equilibrium, microscopic reversibility and a lattice at rest.

\subsection{The dilute flux law}

For a dilute solute $\mu=\mu_0(T)+k_BT\ln n$, with $n$ in a fixed unit of concentration, so $(\nabla\mu)_T=k_BT\,\nabla n/n$. Inserting this in (\ref{def2}) and taking $k_BT/n$ out of the bracket,
\begin{equation}
J=-D\left[\nabla n+\frac{nQ^*}{k_BT^2}\nabla T\right],\qquad D=\frac{k_BL_{11}}{n}.
\label{flux}
\end{equation}
In a closed sample the steady state has $J=0$, hence
\begin{equation}
\nabla\ln n=-\frac{Q^*}{k_BT^2}\nabla T=Q^*\,\nabla\beta,\qquad \beta=\frac{1}{k_BT}.
\label{soret}
\end{equation}
If $Q^*$ is constant over the sample, integration gives
\begin{equation}
\frac{n_{\rm cold}}{n_{\rm hot}}
=\exp\!\left[\frac{Q^*}{k_B}\left(\frac1{T_{\rm cold}}-\frac1{T_{\rm hot}}\right)\right].
\label{ratio}
\end{equation}
The diffusion coefficient has dropped out: it sets how soon the steady state is reached, not what it is.

\subsection{A chain on which both experiments can be done}

An atom moves along a row of positions $j$ with spacing $d$, eight to a lattice cell. It has a total energy $\varepsilon_k=k\Delta$, potential and motion together, with $\Delta=0.05$ eV. A position admits only levels at or above its potential. The potential is a cosine with a barrier of $0.30$ eV; rounded up to the ladder, the lowest allowed levels in one cell are $0,1,3,6,6,6,3,1$.

Two things can happen. The atom moves to a neighbouring position at constant energy, with the same rate $w$ in both directions. Or it exchanges $\Delta$ with the lattice where it stands, going up at rate $\Gamma e^{-\beta_j\Delta/2}$ and down at rate $\Gamma e^{+\beta_j\Delta/2}$. Here $\beta_j$ belongs to the local temperature, so the ratio of the two rates is the local Boltzmann factor. No heat of transport is put in.

At uniform temperature, energy taken up on one side of the barrier may be given back on the other, so the energy carried by atoms can vary within a cell. The lattice conducts the difference back. Its conductivity is taken to be uniform, and so high that the temperature differences this requires inside a cell are negligible. The return current then averages to zero over a cell, because the temperature is the same at both ends of the cell. The cell average of the energy carried by the atoms is therefore the total energy flux $J_u$.

Reciprocity makes the heat of transport $Q^*$ equal to the reduced heat carried per atom at uniform temperature, $U^*-h$, and a chain model has been set up on which both experiments can be done. It remains to see reciprocity at work in the model, to compare the two experiments, and to apply the result to a solder joint.
